# Reducing tetrahedra by sorted tuples of star labels

## What symmetry demands of the answer

Let $K$ be a mesh of $N^3$ points $\mathbf k=\sum_a n_a\mathbf b_a/N$, with integers $n_a$ taken modulo $N$ and $\mathbf b_a$ primitive reciprocal vectors. Let $G$ be the point group of the crystal, including $\mathbf k\to-\mathbf k$ when time reversal holds, and assume that every $g\in G$ maps $K$ onto $K$. The Hamiltonians at $\mathbf k$ and $g\mathbf k$ have the same spectrum, so bands numbered in ascending order obey $\varepsilon(g\mathbf k)=\varepsilon(\mathbf k)$. One band and one spin are treated at a time; in a magnetic crystal $G$ must then be restricted to the operations that leave the energies of that spin channel invariant, which excludes those that exchange the two spins. The orbit of a mesh point under $G$ is its star $I$, with $n_I$ points and a representative $\mathbf k_I$; the label $\ell(\mathbf k)$ names the star of $\mathbf k$.

An integration rule that is linear in the integrand replaces the zone average of $A(\mathbf k)\,\theta(E-\varepsilon(\mathbf k))$ by $\sum_{\mathbf k}w_{\mathbf k}A(\mathbf k)$, with dimensionless weights $w_{\mathbf k}$. If $A$ is invariant, it has one value on each star and leaves the sum over that star:

$$\sum_{\mathbf k}w_{\mathbf k}A(\mathbf k)=\sum_I W_I\,A(\mathbf k_I),\qquad W_I=\sum_{\mathbf k\in I}w_{\mathbf k}.\tag{1}$$

No other $W_I$ reproduces the full mesh for every invariant $A$, as the choice $A=1$ on one star and $0$ elsewhere shows. The weight of an irreducible point is therefore the star sum, and the only star-constant weight per point with that sum is the average $W_I/n_I$. The design problem is to obtain $W_I$ from the irreducible energies with little work.

## The corner weights

In each tetrahedron $\varepsilon$ and $A$ are interpolated linearly, $\varepsilon=\sum_j\lambda_j\varepsilon_j$ and $A=\sum_c\lambda_cA_c$, with barycentric coordinates $\lambda_j\ge0$, $\sum_j\lambda_j=1$. The coefficient of $A_c$, per tetrahedron volume $V$, is

$$\omega_c=\frac1V\int d^3k\;\lambda_c\,\theta\Big(E-\sum_j\lambda_j\varepsilon_j\Big).\tag{2}$$

The map from $(\lambda_2,\lambda_3,\lambda_4)$ to $\mathbf k$ is affine with constant Jacobian $6V$, so $V$ cancels and (2) becomes an integral over the standard simplex. Two properties follow.

(P1) $\omega_c$ depends on $E$ and the four energies only, not on the shape or position of the tetrahedron.

(P2) Renumbering the corners renames the integration variables and leaves the simplex unchanged, so it permutes the $\omega_c$ along with the energies. Equal energies get equal weights.

The closed forms need two facts about a sub-tetrahedron $S$. Its volume fraction $v_S$ is $|\det U|$, where the rows of $U$ are the barycentric coordinates of its vertices, because the $4\times4$ matrix with rows $(1,\mathbf k)$, whose determinant is $\pm6$ times the volume, equals $U$ times that of the parent. The mean of a linear function over $S$ is the mean of its vertex values, because the four barycentric coordinates of $S$ have equal means that add to 1. So $S$ adds $\tfrac14v_S\sum_{\rm vertices}\lambda_c$ to $\omega_c$.

Sort $\varepsilon_1\le\varepsilon_2\le\varepsilon_3\le\varepsilon_4$. The plane $\varepsilon=E$ meets edge $ij$ at the point $P_{ij}$ with $\lambda_j=f_{ij}$ and $\lambda_i=f_{ji}$, where $f_{ij}=(E-\varepsilon_i)/(\varepsilon_j-\varepsilon_i)$ and $f_{ji}=1-f_{ij}$.

For $\varepsilon_1\le E<\varepsilon_2$ the occupied part is $(1,P_{12},P_{13},P_{14})$. $U$ is triangular with diagonal $1,f_{12},f_{13},f_{14}$. The coordinate $\lambda_j$ with $j>1$ is nonzero only at $P_{1j}$, and $\lambda_1$ sums to $1+\sum_j(1-f_{1j})$:

$$C=\tfrac14f_{12}f_{13}f_{14},\qquad\omega_j=Cf_{1j},\qquad\omega_1=C\,(4-f_{12}-f_{13}-f_{14}).\tag{3}$$

For $\varepsilon_3\le E<\varepsilon_4$ the empty part is the tetrahedron of the same kind at corner 4, to be subtracted from the full value $\tfrac14$: with $C'=\tfrac14f_{41}f_{42}f_{43}$, $\omega_j=\tfrac14-C'f_{4j}$ for $j<4$ and $\omega_4=\tfrac14-C'(4-f_{41}-f_{42}-f_{43})$.

For $\varepsilon_2\le E<\varepsilon_3$ the occupied part is a prism with vertices $1,2,P_{13},P_{14},P_{23},P_{24}$. Cutting off $S_1=(1,2,P_{13},P_{14})$ leaves a pyramid with apex 2 over the quadrilateral in the plane $\varepsilon=E$. The diagonal $P_{14}P_{23}$ splits it into $S_2=(2,P_{13},P_{14},P_{23})$ and $S_3=(2,P_{14},P_{23},P_{24})$. For $S_1$, $U$ is triangular and $v=f_{13}f_{14}$. For $S_2$ and $S_3$, expanding along the row of vertex 2 leaves the columns $\lambda_1,\lambda_3,\lambda_4$. The rows $(f_{31},f_{13},0)$, $(f_{41},0,f_{14})$, $(0,f_{23},0)$ give $v=f_{31}f_{14}f_{23}$, and the rows $(f_{41},0,f_{14})$, $(0,f_{23},0)$, $(0,0,f_{24})$ give $v=f_{41}f_{23}f_{24}$. With $C_i=v_{S_i}/4$, collecting the vertices that carry each $\lambda_c$ gives

$$\omega_1=C_1+(C_1+C_2)f_{31}+(C_1+C_2+C_3)f_{41},$$
$$\omega_2=C_1+C_2+C_3+(C_2+C_3)f_{32}+C_3f_{42},$$
$$\omega_3=(C_1+C_2)f_{13}+(C_2+C_3)f_{23},$$
$$\omega_4=(C_1+C_2+C_3)f_{14}+C_3f_{24}.$$

The half-open intervals keep every denominator nonzero when energies coincide. Below $\varepsilon_1$ all weights are 0, and from $\varepsilon_4$ upward all are $\tfrac14$.

## The tessellation and its symmetry

Positions are now given by the integers $n_a$. Choose signs $s_a=\pm1$, which select the main diagonal $\sum_as_a\mathbf b_a$. From each mesh point $p$, and for each of the 6 orderings $(a,b,c)$ of the axes, take the path $p\to p+s_ae_a\to p+s_ae_a+s_be_b\to p+s$. Its four points are a tetrahedron. Within a subcell, with $x_a\in[0,1]$ measured from $p$ along $s_ae_a$, it is the region $x_a\ge x_b\ge x_c$, so the six fill the subcell and have equal volumes. The tessellation $T$ has $6N^3$ members and is invariant under mesh translations, so each point is a corner of $4\cdot6N^3/N^3=24$ of them. The full-mesh weight is

$$w_{\mathbf k}[T]=\frac1{6N^3}\sum_{t\in T}\ \sum_{c:\ \mathbf k_c(t)=\mathbf k}\omega_c(t).\tag{4}$$

Let $H=\{g\in G: gT=T\}$. Inversion, whenever it is in $G$, belongs to $H$ in every lattice, since the inverted path read backwards has the same steps in reverse order. For a cubic crystal of full cubic symmetry, the case assumed below, $G$ consists of the 48 signed permutations of Cartesian components.

Simple cubic, $s=(1,1,1)$. Permutations of the axes permute the paths. Any element of $H$ must send the longest edge $\pm(1,1,1)$ to itself, which allows only the 6 permutations times $\pm1$. Hence $|H|=12$, and the images $gT$ are the tessellations of the four diagonals, each reached 12 times.

Face-centred cubic crystal. In units $2\pi/a$, $\mathbf b_1=(-1,1,1)$, $\mathbf b_2=(1,-1,1)$, $\mathbf b_3=(1,1,-1)$. The shortest diagonal is $\mathbf b_1+\mathbf b_2+\mathbf b_3=(1,1,1)\equiv-\mathbf b_0$. A tetrahedron is a closed circuit using each of $\mathbf b_0,\dots,\mathbf b_3$ once, and any such circuit can be started just after its $\mathbf b_0$ step, so $T$ is the set of all of them. The four vectors are the $(\pm1,\pm1,\pm1)$ with sign product $-1$. The 24 signed permutations with an even number of sign changes permute them, and inversion supplies the other 24, so $H=G$. For the long diagonal $-\mathbf b_1+\mathbf b_2+\mathbf b_3=(3,-1,-1)$ only $y\leftrightarrow z$ and inversion preserve the direction, so $|H|\le4$, and the program counts 4.

Body-centred cubic crystal. With $\mathbf b_1=(0,1,1)$, $\mathbf b_2=(1,0,1)$, $\mathbf b_3=(1,1,0)$, a shortest diagonal is $-\mathbf b_1+\mathbf b_2+\mathbf b_3=(2,0,0)$. The longest edge is then $\mathbf b_2+\mathbf b_3=(2,1,1)$, which again gives $|H|\le4$, and the count is 4.

The tessellation thus may or may not have lower symmetry than the crystal.

## What goes wrong with the naive scheme

The naive scheme evaluates (4) at the representative only and sets $W_I=n_I\,w_{\mathbf k_I}$. This equals (1) if $w$ is constant on the star. To see what symmetry actually guarantees, apply $g$ to (4). The tetrahedra of $gT$ that touch $g\mathbf k$ are the images $gt$ of those of $T$ that touch $\mathbf k$, their corner energies are unchanged, and (P1) makes the $\omega_c$ equal:

$$w_{g\mathbf k}[gT]=w_{\mathbf k}[T].\tag{5}$$

Only for $g\in H$ is the tessellation on the left $T$ itself. The weights are guaranteed constant on $H$-orbits, not on stars.

A model shows the size of the failure: the simple cubic band

$$\varepsilon=-2t\,(c_x+c_y+c_z)-4t'(c_xc_y+c_yc_z+c_zc_x),\qquad c_\alpha=\cos k_\alpha a,$$

with round parameters $t=1$ eV and $t'=0.2$ eV, $N=8$, filling 0.4, diagonal $(1,1,1)$. The mesh has 512 points in 35 stars and 3072 tetrahedra, and $E_F=-0.2290$ eV. The star of $(1,2,3)$, on which $|w-W_I/n_I|$ is largest, has 48 points, which split into four $H$-orbits of 12 according to which component, if any, has a sign opposite to the other two. The values of $N^3w$ are 0.3408 at $(1,2,3)$, 0.2261 at $(1,-3,-2)$, 0.1911 at $(1,2,-3)$ and 0.1693 at $(1,3,-2)$. They are nonzero although the energy $+0.4$ eV lies above $E_F$, because $\lambda_c$ extends into the occupied parts of the adjoining tetrahedra. The star sum is

$$N^3W=12\,(0.169291+0.191116+0.226095+0.340844)=12\times0.927346=11.128.$$

The naive value is $48\times0.340844=16.36$ with representative $(1,2,3)$, 47% above the star sum, and $48\times0.169291=8.13$ with $(1,3,-2)$, 27% below it. The result depends on an arbitrary choice.

The failure is confined to stars that are corners of a tetrahedron cut by the surface $\varepsilon=E_F$. On a coarse mesh such stars need not be close to $E_F$ in energy: the point $(1,1,1)$, at $-5.44$ eV, shares tetrahedra with $(2,2,2)$, at $0$ eV, which lies above $E_F$. If all tetrahedra touching a star are full, (4) gives $w=24\cdot\tfrac14/(6N^3)=1/N^3$ at every point, and if all are empty it gives 0. A filled band has nothing to average.

An obvious repair is to reduce the tetrahedra by symmetry operations instead. In the simple cubic case a $g$ that maps one member of $T$ onto another preserves the longest edge and so lies in $H$. The saving is then at most 12 and not 48: the program finds $256=3072/12$ classes, not $3072/48=64$. This repair is correct, but it applies the operations to every tetrahedron, and by (P1) it compares more than is needed. The scheme below is simpler to set up, but in this example it hardly saves more: 250 tuples against 256 classes, a factor of 12.3.

## The scheme

1. Label each mesh point by its star, for example through the smallest index among its images.
2. For each $t\in T$ form the tuple $\tau(t)$ of its four labels in ascending order, keeping repeats, since each of the four corners carries an energy and a weight.
3. Count the multiplicity $m_\tau$ of each distinct tuple. Steps 1 to 3 involve no energies and are done once.
4. For each band and each $E$ accumulate

$$W_I=\frac1{6N^3}\sum_\tau m_\tau\sum_{c:\ \tau_c=I}\omega_c\big(\varepsilon_{\tau_1},\dots,\varepsilon_{\tau_4};E\big).\tag{6}$$

To prove that (6) is the star sum, add (4) over $\mathbf k\in I$. The condition $\mathbf k_c(t)=\mathbf k$ for some $\mathbf k\in I$ is the condition $\ell(\mathbf k_c(t))=I$, so

$$\sum_{\mathbf k\in I}w_{\mathbf k}[T]=\frac1{6N^3}\sum_{t\in T}\ \sum_{c:\ \ell(\mathbf k_c(t))=I}\omega_c(t).$$

Renumber the corners of each $t$ so that the labels ascend. By (P2) the weights follow their corners, so the inner sum is unchanged; corners with equal labels have equal energies, so their order is immaterial. By invariance of $\varepsilon$ the corner energies are $\varepsilon_{\tau_1},\dots,\varepsilon_{\tau_4}$, and by (P1) the inner sum depends on $t$ only through $\tau(t)$. The $m_\tau$ tetrahedra with a given tuple contribute equal terms, which is (6). No symmetry of $T$ entered.

Two integer sum rules check an implementation. Counting tetrahedra gives $\sum_\tau m_\tau=6N^3$. Counting corners in star $I$ gives $\sum_\tau m_\tau\#_I(\tau)=24n_I$, where $\#_I(\tau)$ is the number of times $I$ occurs in $\tau$; with all $\omega=\tfrac14$ this yields $W_I=n_I/N^3$. Taking $A=1$ in (1) shows that the electron count agrees with the full mesh at every $E$, so $E_F$ agrees, and $A=\varepsilon$ gives the band energy. In the example both routes give $E_F=-0.229025$ eV and $-0.966428$ eV per cell and spin.

The proof holds for any rule with (P1) and (P2). The Blöchl correction adds $\kappa D_T\sum_j(\varepsilon_j-\varepsilon_c)$ to $\omega_c$, with $D_T=d(\sum_c\omega_c)/dE$. $D_T$ is a symmetric function of the four energies and the sum follows corner $c$, so both properties hold for any constant $\kappa$; the program uses $\kappa=1/40$.

### Tetrahedra that merge without being related

Since only labels are compared, tuples can be fewer than symmetry classes. The example has 250 tuples with multiplicities from 12 to 24. The 256 classes hold at most 12 members each and total 3072, so each holds exactly 12, and a tuple holds one class or two. With $x$ single and $y$ double tuples, $x+y=250$ and $x+2y=256$, so $y=6$ and $x=244$. One double tuple contains

$$t_A:\ (1,2,-2),(2,2,-2),(2,3,-2),(2,3,-1),$$
$$t_B:\ (1,2,-3),(1,2,-2),(2,2,-2),(2,3,-2).$$

Sorting absolute values gives the stars $122,222,223,123$ for both. Along the path of $t_A$ the sum of absolute values runs $5,6,7,6$, along that of $t_B$ it runs $6,5,6,7$. Permutations preserve this sequence and inversion reverses it, so no element of $H$, and hence none of $G$, relates the two.

The sorted energies are $-1.414214$ eV (122), $0$ (222), $0.4$ eV (123) and $1.414214$ eV (223). $E_F$ lies between the first two, so (3) applies with $E_F-\varepsilon_1=1.185189$ eV:

$$f_{12}=\frac{1.185189}{1.414214}=0.83805,\quad f_{13}=\frac{1.185189}{1.814214}=0.65328,\quad f_{14}=\frac{1.185189}{2.828428}=0.41903.$$

Then $C=\tfrac14(0.83805)(0.65328)(0.41903)=0.05735$, $\omega_{222}=Cf_{12}=0.0481$, $\omega_{123}=Cf_{13}=0.0375$, $\omega_{223}=Cf_{14}=0.0240$, and $\omega_{122}=C(4-1.91036)=0.1198$. With $m=24$ this tuple adds $(24/6)\times0.037467=0.150$ to $N^3W$ of the star 123, out of 11.128.

## In what sense this is an average

Replace $\mathbf k$ by $g^{-1}\mathbf k$ in (5), so that $w_{\mathbf k}[gT]=w_{g^{-1}\mathbf k}[T]$, and average over $g$. The elements sending $\mathbf k$ to a given point of its star form a coset of the stabilizer of $\mathbf k$. All $n_I$ cosets have the same size, $|G|/n_I$, so $g^{-1}\mathbf k$ visits each star point that many times:

$$\frac1{|G|}\sum_gw_{\mathbf k}[gT]=\frac1{|G|}\frac{|G|}{n_I}\sum_{\mathbf k'\in I}w_{\mathbf k'}[T]=\frac{W_I}{n_I}.\tag{7}$$

The star average is the weight obtained by averaging the method over all rotated copies of the tessellation, although only $T$ was ever built. For simple cubic it is the mean over the four diagonals: $11.128/48=0.2318$ for the star 123. Summing (5) over a star gives $W_I[gT]=W_I[T]$, so invariant quantities are the same for all copies. The averaging therefore leaves their discretization error exactly as it was.

It does change covariant quantities. Take the Drude tensor without its prefactor of charge, $\hbar$ and cell volume, $D=\sum_{\mathbf k}w_{\mathbf k}M(\mathbf k)$ with $M_{\alpha\beta}=\partial_\alpha\partial_\beta\varepsilon$. Differentiating $\varepsilon(R\mathbf k)=\varepsilon(\mathbf k)$ twice gives $R^TM(R\mathbf k)R=M(\mathbf k)$, so $M(g\mathbf k)=R_gM(\mathbf k)R_g^T$ for the orthogonal matrix $R_g$. The group average $\bar M(\mathbf k)=|G|^{-1}\sum_gM(g\mathbf k)$ is invariant, because $gg'$ runs over $G$ as $g$ does. Hence, by (1),

$$\frac1{|G|}\sum_gR_gD[T]R_g^T=\sum_{\mathbf k}w_{\mathbf k}\bar M(\mathbf k)=\sum_IW_I\,\frac1{|G|}\sum_gR_gM(\mathbf k_I)R_g^T.\tag{8}$$

The reduced and symmetrized tensor is the group average of the full-mesh tensor, not the full-mesh tensor itself.

In the model $M_{xx}=a^2c_x[2t+4t'(c_y+c_z)]$ and $M_{xy}=-4t'a^2\sin k_xa\,\sin k_ya$. The exact tensor is invariant under the mirror $x\to-x$, which forces $D_{xy}=0$. The full-mesh tensor is invariant under $H$ only, by (5); permutations make the diagonal elements equal and the off-diagonal elements equal but do not make the latter vanish. The program finds $D_{xy}=-0.00201$ eV $a^2$, which is 0.6% of $D_{xx}=0.33894$ eV $a^2$. A sign change of axes multiplies $D_{xy}$ by $s_xs_y$, which is $+,-,-,+$ for the diagonals $(1,1,1)$, $(-1,1,1)$, $(1,-1,1)$, $(1,1,-1)$. The values are thus $-,+,+,-$ times $0.00201$, as printed, and their mean is zero. The trace is invariant, and (8) gives $D_{xx}=1.016825/3=0.33894$ eV $a^2$.

## Where the scheme stops

Inequivalent diagonals. Equation (7) runs over $G$-images of $T$ only. In the fcc lattice the diagonals have lengths $\sqrt3$ and $\sqrt{11}$, and no rotation relates them. For $\varepsilon=-4t\sum_{\alpha<\beta}\cos\tfrac{k_\alpha a}2\cos\tfrac{k_\beta a}2$ with $t=1$ eV, $N=6$ and filling 0.3, the short diagonal gives $E_F=-0.8951$ eV and the long one $-0.8696$ eV, a difference of $0.0255$ eV that reduction preserves. With the short diagonal $H=G$, the weights are star-constant by (5), and the naive scheme is exact. With the long one, $N^3|w-W/n|$ reaches 0.282.

Meshes that $G$ does not preserve. A mesh shifted by $\boldsymbol\sigma=(\mathbf b_1+\mathbf b_2+\mathbf b_3)/2N$ is preserved by $g$ only if $\boldsymbol\sigma-g\boldsymbol\sigma$ is an integer combination of the $\mathbf b_a/N$. For fcc, $N\boldsymbol\sigma=(1,1,1)/2$, and the mirror $x\to-x$ gives the difference $(1,0,0)=(\mathbf b_2+\mathbf b_3)/2$, which is not integer. Reversing two axes gives, for example, $(1,1,0)=(\mathbf b_1+\mathbf b_2)/2+\mathbf b_3$, which fails too. Only the 12 operations fixing $\pm(1,1,1)$ remain. An operation that sends one mesh point onto the mesh sends all of them, so the stars are the orbits of that subgroup, and (7) averages over it alone. Equation (8) still holds with the average over all of $G$: $\bar M$ is invariant under $G$, hence constant on these stars, and (1) applies. Averaging over the 12 operations does not force $D_{xy}$ to vanish; averaging over all 48 does, and it amounts to averaging over the rotated meshes.

Energies of lower symmetry. The proof replaced corner energies by star energies. For $\eta(\mathbf k)=\varepsilon(\mathbf k)+\varepsilon(\mathbf k+\mathbf q)$ one has $\eta(g\mathbf k)=\varepsilon(\mathbf k)+\varepsilon(\mathbf k+g^{-1}\mathbf q)$, so invariance is guaranteed for the little group of $\mathbf q$. For $\mathbf q=(2,0,0)$ on the $N=8$ mesh this consists of the 8 signed permutations of $y$ and $z$. The zone fraction with $\eta<2E_F$ is 0.3989 on the full mesh and with little-group labels. With full-group labels $\eta$ is not constant on a star, so the result depends on the representatives; those of smallest index give 0.2432, 39% below the full-mesh value.

Rules and integrands outside the assumptions. A rule that uses points beyond the four corners, or the edge vectors, violates (P1), so the proof does not apply: tetrahedra that share a tuple without being related by symmetry need not have the same weights. Unequal volumes require $m_\tau/6N^3$ to be replaced by the summed volume fraction of the tuple. At a band degeneracy a matrix element $A$ of a single band depends on the basis chosen in the degenerate space, and (1) applies only if that choice respects the invariance. If a tetrahedron has all four energies equal, its occupied volume jumps at that energy in the full and reduced schemes alike, and rounding can place the two on different sides of the jump.

The numerical check below asserts the closed-form weights against direct polytope integration on random shapes, and (6), (7) and the sum rules for the three cubic lattices, random invariant energies, three coupled bands and corrected weights.

## Computed values

```
closed-form omega vs polytope integral, 400 cases: max error 9e-16
lattice survey: N = 6, hopping 1.0 eV, filling 0.3; spread = max N^3|w - W/n|
sc: |H| = 12, E_F = -0.921049 eV, spread 0.0944, shifted mesh keeps 48 ops
fcc: |H| = 48, E_F = -0.895052 eV, spread 0.0000, shifted mesh keeps 12 ops
fcc long diagonal: |H| = 4, E_F = -0.869560 eV, spread 0.2820
bcc: |H| = 4, E_F = -0.885477 eV, spread 0.1259, shifted mesh keeps 48 ops
example: sc, t = 1.0 eV, t' = 0.2 eV, N = 8, filling 0.4 per spin
|G| = 48, operations sending T to each of the four diagonals: [12, 12, 12, 12]
points 512, stars 35, tetrahedra 3072, G-classes 256, tuples 250
multiplicities from 12 to 24, sum 3072
E_F full -0.22902501 eV, reduced -0.22902501 eV
band energy full -0.96642812 eV, reduced -0.96642812 eV per cell and spin
merged pair, corners in units 2 pi/(N a):
 A [[1, 2, -2], [2, 2, -2], [2, 3, -2], [2, 3, -1]]
 B [[1, 2, -3], [1, 2, -2], [2, 2, -2], [2, 3, -2]]
 multiplicity 24, made of 2 G-classes
 star [1, 2, 2]: energy -1.414214 eV, omega 0.119846
 star [1, 2, 3]: energy +0.400000 eV, omega 0.037467
 star [2, 2, 2]: energy -0.000000 eV, omega 0.048065
 star [2, 2, 3]: energy +1.414214 eV, omega 0.024032
star of largest spread [1, 2, 3], size 48, energy +0.400000 eV
 N^3 w = 0.169291 on 12 points, e.g. [1, 3, -2]
 N^3 w = 0.191116 on 12 points, e.g. [1, 2, -3]
 N^3 w = 0.226095 on 12 points, e.g. [1, -3, -2]
 N^3 w = 0.340844 on 12 points, e.g. [1, 2, 3]
 N^3 W = 11.128161, N^3 W/n = 0.231837, spread 0.109008
Drude tensor, full mesh: D_xx 0.338942, trace 1.016825 eV a^2
 D_xy for the four diagonals: -0.002011 +0.002011 +0.002011 -0.002011 eV a^2
 reduced: D_xx 0.338942, |D_xy| 0.000000, trace 1.016825 eV a^2
zone fraction with eps(k)+eps(k+q) < 2 E_F, q = [2, 0, 0] in 2 pi/(N a):
 full 0.398922, little group (order 8) 0.398922, full-group labels 0.243223
```
